Why agreement with the People-Bean thickness does not prove mechanical equilibrium

**Q:** Take a series of films with 1% misfit. X-ray measurements show no relaxation until the thickness reaches about 119 nm. The People-Bean formula gives 119 nm for this misfit. I conclude that the films were in mechanical equilibrium up to that thickness and lost it there. What could be wrong with that?

**A:** The measurement says when relaxation became visible. Equilibrium asks whether a dislocation would lower the energy. To compare the two we need the energy of the film and the cost of a line.

Let the film and substrate be isotropic, with the same shear modulus G and Poisson ratio ν. The interface is an (001) plane, and the in-plane strains are εx and εy. With λ = 2Gν/(1−2ν), Hooke's law gives the energy density

u = (λ/2)(εx+εy+εz)² + G(εx²+εy²+εz²).

The top surface is free, so the normal stress vanishes:

λ(εx+εy+εz) + 2Gεz = 0, hence εz = −[ν/(1−ν)](εx+εy).

The sum of the three strains is then (εx+εy)(1−2ν)/(1−ν). Inserting this, the λ term and the εz² term together give

G[ν(1−2ν)+ν²](εx+εy)²/(1−ν)² = Gν(εx+εy)²/(1−ν),

so that

u = [G/(1−ν)](εx²+εy²+2νεxεy).

A coherent film has εx = εy = f, where f is the misfit, taken positive. Its energy per area at thickness h is

hu = Mhf², M = 2G(1+ν)/(1−ν).

**Q:** That is the energy People and Bean use. They set it equal to the energy of a dislocation, and I see nothing kinetic in that.

**A:** There is nothing kinetic in it, but the two quantities have different dimensions. Film energy is per area and line energy is per length. A width must be supplied before they can be equated.

First the line energy. Put a screw dislocation of Burgers length b at depth h below the free surface. An image line of opposite sign, at height h above the surface, cancels the surface traction. On a vertical cut from the line to the surface, at distance s from the line, both fields shear in the same sense:

σ(s) = (Gb/2π)[1/s + 1/(2h−s)].

The work of making the cut slip by b is half of b times the integrated final stress, because the stress grows in proportion to the slip. Starting at a core radius r0,

E_s = (b/2)∫σ ds, from r0 to h
= (Gb²/4π)[ln(h/r0) + ln((2h−r0)/h)]
≈ (Gb²/4π) ln(2h/r0), for r0 ≪ h.

The choice r0 = 2b gives the People-Bean line energy, (Gb²/4π) ln(h/b). Spread it over a width w and equate the result to the film energy:

Mhf² = E_s/w.

Inserting M and solving for the h on the left gives

h_PB = A ln(h_PB/b), A = (1−ν)b²/[8π(1+ν)wf²].

The usual choice is w = 4b. For A > eb there are two roots; the larger one is meant, since the smaller lies below A, and for small misfit it falls near the core size, where this elasticity is not reliable.

**Q:** Every continuum model has a parameter of that sort. Does the width matter much?

**A:** Use round parameters: lattice parameter 0.55 nm, ν = 0.30, and b = 0.3889 nm, the lattice parameter divided by √2. At f = 1% and w = 4b = 1.556 nm, A is 20.8 nm. The logarithm at the root is ln(119.3/0.3889) = 5.73, and 20.8 × 5.73 gives 119 nm. With w = 2b the answer is 273 nm; with w = 8b it is 51 nm. The balance does not determine w.

**Q:** Then how would you find the equilibrium limit without a width?

**A:** Ask what the first dislocation does to the total energy. Use 60° dislocations on {111} planes. The angle between the Burgers vector and the line is β, with cos β = 1/2. The component that relieves misfit lies in the interface, perpendicular to the line:

b_par = b cos λ_s, cos λ_s = 1/2, b_par = 0.1945 nm.

Let ρ be the number of parallel lines per unit length across the film. Lines of the relieving sign change one mean strain to εx = f − b_par ρ and leave εy = f. Differentiating the film energy at ρ = 0 gives

d(hu)/dρ = −h b_par [G/(1−ν)](2f+2νf) = −Mhf b_par.

This is an energy released per unit length of line. Adding the line cost E_60,

dE/dρ at ρ = 0 is E_60 − Mhf b_par.

The coherent film is stable against the first line while this is positive. Its limit is

Mhf b_par = E_60.

No width enters. This is the Matthews-Blakeslee condition. It is also a force balance: when a threading segment glides by dx, it leaves a length dx of misfit line, so the net force on it is Mhf b_par − E_60.

**Q:** You have not given E_60. A 60° line is not a screw.

**A:** Split it into a screw part b cos β and an edge part b sin β. Their stresses occupy different components, so in an isotropic solid the energies add without a cross term. The logarithmic coefficient for a screw is Gb²cos²β/(4π). For the edge part b_e = b sin β, the stresses in polar coordinates are

σrr = σθθ = −D sin θ/r, σrθ = D cos θ/r, D = Gb_e/[2π(1−ν)].

The plane-strain energy density is

(1/4G)[σrr²+σθθ²+2σrθ²−ν(σrr+σθθ)²] = D²(2−4ν sin²θ)/(4Gr²).

Its angular integral, with the factor r of the area element, is πD²(1−ν)/(Gr). Radial integration therefore gives the coefficient

πD²(1−ν)/G = Gb_e²/[4π(1−ν)].

Adding both parts and using sin²β = 1−cos²β,

E_60 = Gb²(1−ν cos²β)/[4π(1−ν)] · ln(eh/b).

The factor e inside the logarithm is a convention for the core energy and the constants that the logarithmic coefficient does not fix. Inserting this into the equilibrium condition and cancelling G/(1−ν),

h_MB = (L/f) ln(eh_MB/b), L = b(1−ν cos²β)/[8π(1+ν) cos λ_s].

Here L = 0.0220 nm. At 1% misfit the prefactor L/f is 2.20 nm, the logarithm is 4.16, and h_MB = 9.2 nm.

**Q:** But you have an adjustable number too. Perhaps another core factor would bring the two thicknesses together.

**A:** The core factor is a real uncertainty. Changing it from 1 to 4 moves the equilibrium thickness from 6.0 to 10.3 nm. That range is far below 119 nm.

The origin of the gap can be traced. Dividing the two thickness formulas gives

h_PB/h_MB = [(1−ν)/(1−ν cos²β)] · [b_par/(wf)] · [ln(h_PB/b)/ln(eh_MB/b)].

At 1% misfit the factors are 0.757, 12.5 and 1.38, with product 13.0. The large one is b_par/(wf), and it contains the assumed width.

A numerical minimization of the same film and line energies over dislocation density checks the algebra of the lower limit: the minimum has no lines at 0.99 h_MB and a nonzero density at 1.01 h_MB.

**Q:** Is there some width for which the People-Bean argument would give the equilibrium answer?

**A:** Yes. Use the same line energy in both balances and compare Mhf²w with Mhf b_par. They agree when

w = b_par/f.

At 1% misfit this is 19.45 nm, or 50b, instead of 4b. It is the spacing at which an array removes all the misfit in one direction. The first line releases as much energy as is stored in a strip of that width, although its own strain field is not confined to such a strip. The required width changes with misfit, whereas 4b does not.

Nor can 4b be read as the spacing of a relaxed array. Lines that close would change the mean strain by 0.1945/1.556 = 12.5%, turning +1% into −11.5%. With arrays in both directions, the mean-strain energy would rise by a factor of (11.5/1)² ≈ 132. Linear elasticity is not quantitative at such a strain, but the overshoot is a matter of geometry.

**Q:** Suppose I accept the lower limit. What is the mechanical state of my 1% film when it reaches 119 nm?

**A:** Take G = 50 GPa. If the film is still unrelaxed, the first line releases 269 eV per nm of its length and costs 33 eV per nm. The net gain is about 235 eV per nm, so the film is not at an energy minimum.

We can also estimate how much strain equilibrium would leave. For two equal crossed arrays, neglecting interactions between lines,

E(ρ) = Mh(f−b_par ρ)² + 2ρE_60.

Setting the derivative to zero gives −2Mh b_par(f−b_par ρ) + 2E_60 = 0. The residual strain is therefore

r(h) = E_60/(Mh b_par) = (L/h) ln(eh/b).

It equals f at h_MB and falls as the film thickens. At 119 nm it is 0.12%, which leaves an excess of 0.88% in an unrelaxed film. The lines would then be about 22 nm apart, much closer than the film is thick, so their interactions matter. If the shears produced by the screw parts of the lines cancel on average, neighboring lines screen one another's fields. This lowers the cost per line, and 0.12% is then an overestimate of the residual strain. If those shears add up instead, they cost extra energy, and the residual strain can be larger than 0.12%. Interactions do not alter the sign of the energy change for the first line, which is what decides the question.

**Q:** If the energy gain is so large, why did I see nothing for another 110 nm of growth?

**A:** A favorable energy change does not supply dislocations or make them move quickly. Lines must come from sources, glide and multiply. A film that has not yet done this is metastable.

The Dodson-Tsao model describes the delay with one rate equation. Let γ be the strain already relaxed in each in-plane direction:

dγ/dt = K(f−γ−r)²(γ+γ0), for f−γ−r > 0.

The term γ0 represents the initial sources, and γ+γ0 the growing population of lines. One power of the excess strain represents faster glide and the other faster multiplication. These are model assumptions; K and γ0 must be supplied.

If the film grows at a constant rate R, then dt = dh/R. While γ is much smaller than f−r, drop it from the squared factor and separate variables:

dγ/(γ+γ0) = (K/R)(f−r)² dh.

Integrating from γ = 0 at h_MB gives

ln(1+γ/γ0) = (K/R)∫(f−r)² dh, from h_MB to h.

Relaxation becomes visible when γ reaches the detection limit γ_d. If γ_d is much smaller than f, and the onset lies so far above h_MB that r is negligible over most of the integral,

h_on ≈ R ln(1+γ_d/γ0)/(Kf²).

**Q:** That has the same 1/f² as People-Bean!

**A:** It has the same leading power for a different reason. In People-Bean it comes from the stored energy f². Here it comes from the assumed dependence of the rate on excess strain. This gives the two curves a similar trend without making them the same law.

The logarithm makes People-Bean steeper. Differentiating ln h = ln A + ln[ln(h/b)] gives

d ln h_PB/d ln f = −2/[1−1/ln(h_PB/b)],

which is −2.4 at 1% misfit. The kinetic onset is shallower than −2 in the range below, because of r. To see why, use η = f²h as the integration variable. At fixed η,

r/f = (Lf/η) ln[eη/(bf²)].

The derivative of f ln[eη/(bf²)] with respect to f is ln(eh/b)−2, which is positive for h > eb. A larger misfit thus makes r/f larger at the same η and slows the accumulation of relaxed strain. The onset value of f²h must rise with misfit, so h falls less rapidly than 1/f². Dropping γ from the squared factor omits an opposing effect, because a fixed γ_d is a larger fraction of a small misfit. The full rate equation includes both. The "early kinetic power at very small misfit" in the numerical output checks only the simplified integral: it is taken at misfits below the detection limit, where no film could show that onset.

**Q:** Can it reproduce my observation?

**A:** It can be made to. Choose R = 0.10 nm/s, a temperature of 800 K, γ0 = 10⁻⁵ and γ_d = 10⁻³. Then adjust K until the onset at 1% misfit equals the People-Bean value. This gives K = 80 s⁻¹. The match at that point is imposed, so it is no evidence for either model. It shows that the observation is compatible with a film far from equilibrium.

The simplified formula gives only (0.10/80)(ln 101)/(0.01)² ≈ 58 nm. It omits both r and γ from the excess strain and therefore relaxes too fast. With both kept, the onset is 119 nm.

Now hold K fixed and change the misfit:

0.5%: equilibrium 22 nm, People-Bean 614 nm, onset 418 nm.
1.0%: equilibrium 9.2 nm, People-Bean 119 nm, onset 119 nm.
2.0%: equilibrium 3.5 nm, People-Bean 21 nm, onset 36 nm.

The onset stays within a factor of two of People-Bean while the People-Bean thickness changes by a factor of 30. Its mean power of misfit is −1.78, against −2.44 for People-Bean and −1.33 for equilibrium. With scatter in the data, or only a narrow range of misfit, such a curve could pass for People-Bean. A wide and precise series would separate them only if K were the same at every misfit. In a real alloy series the misfit is changed through the composition, which also changes the dislocation mobility. If the activation energy fell by about 0.07 eV per 1% of misfit at 800 K, the three onsets would lie within about 1% of People-Bean. The power −1.78 therefore belongs to the fixed-K model, and a misfit series alone cannot decide. The model also assumes that the film stays flat, which can fail at the larger misfits.

**Q:** So the same data could fit an energy criterion or a rate. How would I tell which one I am seeing?

**A:** Change something that should affect the rate but not the energy balance. At 1% misfit, the model gives these onsets:

growth at 0.01 nm/s: 36 nm;
growth at 1.00 nm/s: 721 nm;
growth at 0.10 nm/s and 850 K: 46 nm.

The last value assumes an activation energy of 2.0 eV, which raises K by a factor of 5.5. The small changes of misfit and elastic constants with temperature are neglected. People-Bean gives 119 nm in all three cases, since it contains neither a growth rate nor a mobility.

The instrument matters as well. Return to the original growth conditions but detect γ = 10⁻⁵ instead of 10⁻³. The onset becomes 41 nm. The film is the same; a smaller relaxed strain is now visible.

**Q:** The fast-growth result surprises me. The film passes the People-Bean thickness by a factor of six before I see relaxation.

**A:** Yes. In this model, People-Bean is neither a lower nor an upper bound on the visible onset. The onset can lie on either side of it.

**Q:** I could still say that growth is a disturbance. Stop the growth below 119 nm, and perhaps the film is stable there.

**A:** That is a useful experiment. Stop the 1% film at half the People-Bean thickness, 59.6 nm, and hold it at 800 K. As grown, it has relaxed by only 0.0035%, well below the coarse detection limit of 0.1%. The equilibrium excess, measured from the coherent state, is s = f−r = 0.777%.

At fixed thickness, s is constant and the rate equation becomes

K dt = dγ/[(s−γ)²(γ+γ0)].

Write S = s+γ0. Since S = (s−γ)+(γ+γ0), dividing by S and splitting the fraction twice gives

1/[(s−γ)²(γ+γ0)] = (1/S²)[1/(γ+γ0)+1/(s−γ)] + 1/[S(s−γ)²].

Each term integrates directly:

F(γ) = (1/S²) ln[(γ+γ0)/(s−γ)] + 1/[S(s−γ)],
t = [F(γ_end)−F(γ_start)]/K.

Let the anneal end when γ = s/2 = 0.389%. The logarithmic part of F changes by about 8.49×10⁴ and the other part by about 1.65×10⁴. Dividing their sum by 80 s⁻¹ gives 1267 s, or 21 minutes.

So a film that looked coherent at half the People-Bean thickness relaxes visibly without further growth. It was not in equilibrium when growth stopped. The time depends on the chosen parameters and on the non-interacting estimate of r; the energetic reason for relaxation does not depend on K.

**Q:** And if I anneal a film and nothing happens, have I proved equilibrium?

**A:** No. The anneal may be too short or too cold, or there may be too few sources. Relaxation on annealing is evidence against prior equilibrium, provided that interdiffusion, roughening and other changes have been excluded. Absence of relaxation is weaker evidence. It becomes stronger if the strain stays the same over longer and hotter anneals, is independent of growth rate, and follows the expected residual strain as thickness changes.

Below h_MB the situation differs: within the assumptions used here, the first line costs energy, so there is no driving force for this kind of relaxation. The limit is for isolated 60° lines. A pure edge line with its Burgers vector in the interface would gain energy from a smaller thickness, about 4 nm at 1% misfit with the same core factor, but it cannot glide in on a {111} plane as a single line. It can form from two complementary 60° lines that glide in on different {111} planes. Such lines attract at short range, and a pair 2b apart already gains energy from about 8 nm, slightly below h_MB. Elastic anisotropy, unequal moduli or another slip system would also shift the limit. At a thickness of only a few b, the continuum line energy itself becomes doubtful.

**Q:** Then what may I say about my original agreement?

**A:** You may say that, for those growth conditions and that detection limit, visible relaxation began near the People-Bean thickness. The formula can serve as an empirical guide for similar films grown and measured in the same way. To claim equilibrium you need the energy change of the first dislocation, and for a 60° line at 1% misfit that changed sign near 9 nm. The numerical output gives the values for the cases we have discussed.

Computed values

```
Lattice parameter a = 0.55 nm; Burgers length b = 0.3889 nm
Poisson ratio = 0.30; shear modulus = 50 GPa
cos(beta) = 0.50; cos(lambda) = 0.50
Misfit component b_par = 0.1945 nm
Main misfit = 1.0 %
MB thickness, core factor e = 9.16 nm
MB thickness, core factor 1 = 6.04 nm
MB thickness, core factor 4 = 10.26 nm
PB thickness, width 2b = 273.1 nm
PB thickness, width 4b = 119.3 nm
PB thickness, width 8b = 50.7 nm
PB/MB thickness ratio = 13.02
PB width 4b = 1.556 nm
Width making PB equal MB, same line energy = 19.45 nm
That width divided by b = 50.0
Mean strain if 4b were the spacing = -11.50 %
Elastic energy ratio for that spacing = 132.3
Residual equilibrium strain at PB = 0.1242 %
Excess strain at PB, unrelaxed = 0.8758 %
Energy released by first line at PB = 268.8 eV/nm
Line energy at PB = 33.4 eV/nm
Net energy gain at PB = 235.5 eV/nm
Growth rate = 0.10 nm/s; temperature = 800 K
Source strain gamma0 = 1.0e-05
Coarse detection limit = 1.0e-03; fine limit = 1.0e-05
Calibrated kinetic coefficient K = 80.01 1/s
Misfit 0.5 %: MB 22.22, PB 613.6, onset 418.0 nm; onset/PB 0.68
Misfit 1.0 %: MB 9.16, PB 119.3, onset 119.3 nm; onset/PB 1.00
Misfit 2.0 %: MB 3.53, PB 20.7, onset 35.6 nm; onset/PB 1.72
MB mean power of misfit, 0.5 to 2 % = -1.33
PB mean power of misfit, 0.5 to 2 % = -2.44
Visible onset mean power of misfit, 0.5 to 2 % = -1.78
Early kinetic power at very small misfit = -1.991
Onset at 0.01 nm/s = 35.6 nm
Onset at 1.00 nm/s = 720.7 nm
Activation energy = 2.0 eV
K increase from 800 to 850 K = 5.51 times
Onset at 850 K = 45.9 nm
Onset with fine detection = 40.9 nm
Annealed film thickness = 59.6 nm
Relaxed strain before anneal = 0.00353 %
Initial equilibrium excess f-r = 0.7772 %
Relaxed strain after anneal = 0.3886 %
Anneal time at 800 K = 1267 s = 21.1 min
```
